# First-order bias of DMC mixed estimators and its cancellation by extrapolation

Take a particle of unit mass in the potential $V=x^2/2$, in Hartree atomic units, so that the oscillator frequency is 1 hartree. Its ground state is $\phi_0\propto e^{-x^2/2}$. Suppose that we do not know this and use the trial function $\psi_T=e^{-\alpha x^2/2}$, with $\alpha>0$ near 1. Three averages of $x^2$ can be formed: over $\phi_0^2$, which is the true one; over $\psi_T^2$, which is the variational one; and over the product $\phi_0\psi_T$, called the mixed one. All three densities are Gaussians, and the average of $x^2$ over a density proportional to $e^{-\beta x^2/2}$ is $1/\beta$. The exponents are $\beta=2$, $2\alpha$ and $1+\alpha$, so that

$$
A_0=\frac12,\qquad A_{\rm var}=\frac1{2\alpha},\qquad A_{\rm mix}=\frac1{1+\alpha}.
$$

Put $\alpha=1+\varepsilon$ and expand:

$$
A_{\rm mix}=\frac12-\frac{\varepsilon}{4}+\frac{\varepsilon^2}{8}+\dots,\qquad
A_{\rm var}=\frac12-\frac{\varepsilon}{2}+\frac{\varepsilon^2}{2}+\dots
$$

The mixed average has an error linear in $\varepsilon$, and the variational average has twice that linear error. The combination $2A_{\rm mix}-A_{\rm var}$ is therefore free of it. Over a common denominator,

$$
2A_{\rm mix}-A_{\rm var}-\frac12
=\frac{4\alpha-(1+\alpha)-\alpha(1+\alpha)}{2\alpha(1+\alpha)}
=-\frac{(1-\alpha)^2}{2\alpha(1+\alpha)},
$$

which is of second order in $\alpha-1$.

The mixed average matters because it is what diffusion Monte Carlo (DMC) delivers. DMC evolves a function $\phi(\mathbf R,t)$ in imaginary time,

$$
\frac{\partial\phi}{\partial t}=\frac12\nabla^2\phi-(V-E_T)\phi ,
$$

where $\mathbf R$ collects all coordinates and $E_T$ is an adjustable energy offset. Each eigenfunction in $\phi$ is multiplied by $e^{-(E_n-E_T)t}$, so at long times the ground state dominates, provided it was present at the start. To keep the noise small, the walkers represent not $\phi$ but $f=\phi\psi_T$. For the moment let $\psi_T$ be positive everywhere, so that $f$ can be a probability density.

The equation for $f$ follows from two product rules. With the drift velocity $\mathbf v=\nabla\ln\psi_T=\nabla\psi_T/\psi_T$ we have $f\mathbf v=\phi\nabla\psi_T$, and hence

$$
\nabla\cdot(f\mathbf v)=\nabla\phi\cdot\nabla\psi_T+\phi\nabla^2\psi_T ,
$$

$$
\frac12\nabla^2 f=\frac12\psi_T\nabla^2\phi+\nabla\phi\cdot\nabla\psi_T+\frac12\phi\nabla^2\psi_T .
$$

Subtracting the first from the second removes the cross term:

$$
\frac12\psi_T\nabla^2\phi=\frac12\nabla^2f-\nabla\cdot(f\mathbf v)+\frac12\phi\nabla^2\psi_T .
$$

Now multiply the evolution equation by $\psi_T$, insert this result, and write the last term as $\frac12\phi\nabla^2\psi_T=f\,(\nabla^2\psi_T)/(2\psi_T)$. This gives

$$
\frac{\partial f}{\partial t}=\frac12\nabla^2f-\nabla\cdot(f\mathbf v)-(E_L-E_T)f,
\qquad
E_L=\frac{H\psi_T}{\psi_T}=-\frac{\nabla^2\psi_T}{2\psi_T}+V .
$$

The three terms are diffusion, drift, and the growth or loss of walkers. In the long run the walkers are distributed as $\phi_0\psi_T$. Averaging the local quantity $(A\psi_T)/\psi_T$ over them yields

$$
A_{\rm mix}=\frac{\int\phi_0\psi_T\,(A\psi_T)/\psi_T\,d\mathbf R}{\int\phi_0\psi_T\,d\mathbf R}
=\frac{\langle\phi_0|A|\psi_T\rangle}{\langle\phi_0|\psi_T\rangle}.
$$

Errors from a finite time step and a finite population are separate matters; the bias studied here remains when both are absent.

For the general case, let $H$ be real with a non-degenerate normalized ground state $\phi_0$, let $A$ be Hermitian, and take all functions and matrix elements real and finite. Both $A_{\rm mix}$ and $A_{\rm var}=\langle\psi_T|A|\psi_T\rangle/\langle\psi_T|\psi_T\rangle$ are unchanged when $\psi_T$ is multiplied by a constant. Provided its overlap with $\phi_0$ is not zero, which the mixed average needs in any case, we may therefore scale it so that $\langle\phi_0|\psi_T\rangle=1$, and then

$$
\psi_T=\phi_0+\delta\,\chi,\qquad \langle\phi_0|\chi\rangle=0,\qquad\langle\chi|\chi\rangle=1 .
$$

The number $\delta\ge0$ measures the error of the trial function. Since $\langle\psi_T|\psi_T\rangle=1+\delta^2$, the squared overlap of $\phi_0$ with the normalized trial function is $1/(1+\delta^2)$. The order of an error means its power of $\delta$ as $\delta\to0$, with the matrix elements of $\chi$ staying bounded. Define

$$
A_0=\langle\phi_0|A|\phi_0\rangle,\qquad a=\langle\phi_0|A|\chi\rangle,\qquad d=\langle\chi|A|\chi\rangle-A_0 .
$$

The denominator of the mixed average is 1, so

$$
A_{\rm mix}-A_0=\delta a ,
$$

with no higher terms. The error enters on one side of the matrix element only, and there is no second factor to square it.

Whether this linear error is really present depends on $a$. Because $\chi$ is orthogonal to $\phi_0$, we may subtract $A_0\langle\phi_0|\chi\rangle=0$ and write

$$
a=\langle(A-A_0)\phi_0|\chi\rangle .
$$

If $A$ commutes with $H$, then $H(A\phi_0)=AH\phi_0=E_0(A\phi_0)$. The ground state being non-degenerate, $A\phi_0$ must be a multiple of $\phi_0$, and the multiple is $A_0$. Then $a=0$ for every $\chi$, and the mixed average is free of trial-function error. The energy is the leading case, with $A=H$. Parity is another: in the oscillator, the off-centre trial function $e^{-0.4(x-0.3)^2}$ has no definite parity and gives a variational parity of 0.9305, while its mixed parity is 1.0000, the true value.

If $\phi_0$ is not an eigenfunction of $A$, the function $(A-A_0)\phi_0$ is not zero. It is orthogonal to $\phi_0$, since $\langle\phi_0|(A-A_0)\phi_0\rangle=A_0-A_0=0$. It is therefore itself an admissible direction for $\chi$, and with that choice $a\neq0$. The Schwarz inequality also limits the damage:

$$
|A_{\rm mix}-A_0|\le\delta\,\sigma_A,\qquad
\sigma_A^2=\langle\phi_0|(A-A_0)^2|\phi_0\rangle .
$$

The first-order error is thus at most $\delta$ times the quantum spread of $A$ in the ground state.

That $\phi_0$ is not an eigenfunction of $A$ permits a first-order error but does not force one for each trial function. In the oscillator, with eigenfunctions $\phi_n$, the ladder-operator form of $x$ gives $x^2\phi_0=\frac12\phi_0+\frac1{\sqrt2}\phi_2$. An admixture of $\phi_4$ is orthogonal to both terms. For $\psi_T=\phi_0+0.1\,\phi_4$ the mixed average of $x^2$ is accordingly $0.5000$ bohr$^2$, the true value, although $x^2$ does not commute with $H$. The variational value is $0.5396$ bohr$^2$.

The variational average contains the error twice, in the bra and in the ket. Its numerator is

$$
\langle\phi_0+\delta\chi|A|\phi_0+\delta\chi\rangle
=A_0+2\delta a+\delta^2(A_0+d)
=A_0(1+\delta^2)+2\delta a+\delta^2d ,
$$

where $\langle\chi|A|\chi\rangle=A_0+d$ was used. Division by $\langle\psi_T|\psi_T\rangle=1+\delta^2$ gives

$$
A_{\rm var}-A_0=\frac{2\delta a+\delta^2d}{1+\delta^2}.
$$

To first order this is $2\delta a$, twice the mixed error. Therefore

$$
2A_{\rm mix}-A_{\rm var}-A_0
=2\delta a-\frac{2\delta a+\delta^2d}{1+\delta^2}
=\frac{2\delta a(1+\delta^2)-2\delta a-\delta^2d}{1+\delta^2},
$$

and, after the linear terms cancel,

$$
\boxed{\,2A_{\rm mix}-A_{\rm var}=A_0+\frac{2\delta^3a-\delta^2d}{1+\delta^2}\,}
$$

The leading error is $-\delta^2d$. It does not involve $a$; it depends on how much the average of $A$ in the admixed function $\chi$ differs from that in the ground state. The combination is called the extrapolated estimator, because it continues the straight line from the variational to the mixed value by one more equal step.

For a quantity with $A_0>0$ the ratio $A_{\rm mix}^2/A_{\rm var}$ also has an error of second order. Multiply its numerator and denominator by $1+\delta^2$; the denominator becomes $D=A_0+2\delta a+\delta^2(A_0+d)$. The difference from $A_0$ is then

$$
\frac{(A_0+\delta a)^2(1+\delta^2)-A_0D}{D}
=\delta^2\left(\frac{a^2}{A_0}-d\right)+O(\delta^3),
$$

since the terms $A_0^2$, $2A_0\delta a$ and $\delta^2A_0^2$ cancel in the numerator, and $D\to A_0$. If $A_{\rm var}$ is positive, this estimator cannot become negative, whereas the linear one can. The expansion needs $\delta|a|$ and $\delta^2|d|$ to be small against $A_0$, and the ratio, unlike the linear form, changes its error when a constant is added to $A$. For $A=x^2-0.45$ bohr$^2$ and $\alpha=1.1$ we have $A_0=0.05$ bohr$^2$, and the errors are $-0.024$ bohr$^2$ for the mixed value, $-0.002$ bohr$^2$ for the linear combination and $+0.101$ bohr$^2$ for the ratio.

The oscillator shows the two orders in numbers. Errors of $x^2$ are relative to the true $0.5$ bohr$^2$:

| $\alpha$ | $\delta$ | mixed error (bohr²) | extrapolated error (bohr²) |
|---|---|---|---|
| 0.80 | 0.0789 | +0.0556 | −0.0139 |
| 0.90 | 0.0373 | +0.0263 | −0.0029 |
| 0.95 | 0.0181 | +0.0128 | −0.0007 |

From the second row to the third, $\delta$ and the mixed error halve approximately, while the extrapolated error falls by a factor of about four. For $\alpha=0.8$ the spread of $x^2$ in the ground state is $\sigma_A=\sqrt{3/4-1/4}=0.707$ bohr$^2$, and the bound is $0.0789\times0.707=0.0558$ bohr$^2$. The actual error nearly reaches it, because the main admixture is $\phi_2$, the direction to which $x^2$ is sensitive.

The result does not rest on Gaussians. For the asymmetric potential $x^2/2+0.2x^3+0.1x^4$, with the numerical ground state multiplied by $e^{-s(x^2/2-0.3x)}$, reducing $s$ from 0.01 to 0.005 divides the mixed error of $x^2$ by 1.994 and the extrapolated error by 3.968. For the kinetic energy, which is not a multiplicative operator, the factors are 1.994 and 3.987. The numerical check also compares the boxed formula with directly computed averages at $s=0.3$, where $\delta$ is about 0.12 and the cubic term of the formula is about a tenth of the quadratic one for $x^2$.

The kinetic energy of the oscillator shows how the total energy escapes the first-order error. From $\psi_T''=(\alpha^2x^2-\alpha)\psi_T$ the local kinetic energy is $(\alpha-\alpha^2x^2)/2$. Inserting the mixed value $1/(1+\alpha)$ for $x^2$ gives

$$
T_{\rm mix}=\frac{\alpha}{2}-\frac{\alpha^2}{2(1+\alpha)}=\frac{\alpha}{2(1+\alpha)},
\qquad
T_{\rm mix}-\frac14=-\frac{1-\alpha}{4(1+\alpha)} .
$$

The potential energy is half of $x^2$, so its mixed error is

$$
\frac12\left(\frac1{1+\alpha}-\frac12\right)=+\frac{1-\alpha}{4(1+\alpha)} .
$$

The two errors cancel in the sum. Each part of the energy has a first-order error, and the total has none.

For this reason the energy should not be extrapolated. With $A=H$ we have $A_{\rm mix}=E_0$, and the combination becomes

$$
2E_0-E_{\rm var}=E_0-(E_{\rm var}-E_0),
$$

which lies below $E_0$ by as much as the variational energy lies above it. For $\alpha=0.8$ the mixed energy is $0.5000$ hartree, the variational one $0.5125$ hartree, and the extrapolated one $0.4875$ hartree. Parity behaves likewise: $2\times1-0.9305=1.0695$, larger than any eigenvalue of parity. The extrapolated estimator is a difference of two averages, not the average in some state, and it need not respect the range of the operator. When $a=0$ by accident, the mixed value has no error and the boxed formula leaves $-\delta^2d/(1+\delta^2)$, so extrapolation does harm unless $d=0$ as well. For the admixture of $\phi_4$ above it replaces an error of zero by $0.5-0.5396=-0.0396$ bohr$^2$.

The cancellation has a statistical price. If the DMC run and the variational run are independent, with standard errors $\sigma_{\rm mix}$ and $\sigma_{\rm var}$, their variances add with the squares of the coefficients 2 and $-1$:

$$
\sigma_{\rm ext}^2=4\sigma_{\rm mix}^2+\sigma_{\rm var}^2 .
$$

A DMC run with branching was made for $\alpha=0.8$, with 2000 walkers and 8000 recorded steps of $0.05$ inverse hartree. It gave $x^2_{\rm mix}=0.5546\pm0.0012$ bohr$^2$. This agrees with the predicted $0.5556$ and lies about 46 standard errors from the true $0.5$. Longer sampling would only make the wrong value sharper. An independent variational sample gave $0.6247\pm0.0018$ bohr$^2$, against the predicted $0.6250$. The extrapolated value is

$$
2(0.55457)-0.62471=0.4844\ \text{bohr}^2,
$$

$$
\sigma_{\rm ext}=\sqrt{4(0.00119)^2+(0.00183)^2}=0.0030\ \text{bohr}^2 .
$$

It agrees with the predicted $0.4861$ within its error bar and is five standard errors below the true value, so the remaining second-order bias is visible too. The energy found from the growth of the population, $0.4998\pm0.0002$ hartree, agrees with the true $0.5$.

Extrapolation pays when the bias it removes outweighs the noise it adds. Let each run supply $N$ independent samples, let $s_{\rm mix}^2$ and $s_{\rm var}^2$ be the variances of single samples, and let $b_{\rm mix}$ and $b_{\rm ext}$ be the biases. The mean-square errors are

$$
b_{\rm mix}^2+\frac{s_{\rm mix}^2}{N}\qquad\text{and}\qquad
b_{\rm ext}^2+\frac{4s_{\rm mix}^2+s_{\rm var}^2}{N}.
$$

If $|b_{\rm mix}|>|b_{\rm ext}|$, the second is the smaller one for

$$
N>N^*=\frac{3s_{\rm mix}^2+s_{\rm var}^2}{b_{\rm mix}^2-b_{\rm ext}^2}.
$$

For a Gaussian density with $\langle x^2\rangle=q$ we have $\langle x^4\rangle=3q^2$, so a single sample of $x^2$ has variance $2q^2$. With $q=0.5556$ and $0.6250$ bohr$^2$ this gives $0.6173$ and $0.7812$ bohr$^4$, and

$$
N^*=\frac{3(0.6173)+0.7812}{(0.05556)^2-(0.01389)^2}\approx910 .
$$

Simulated samples of this size give root-mean-square errors of $0.0614$ bohr$^2$ for the mixed and $0.0612$ bohr$^2$ for the extrapolated estimator, equal within the test's tolerance. Successive DMC configurations are correlated, so $N$ must be an effective number. The error bar of the run above, estimated from blocks of 100 steps, corresponds to roughly $0.6173/(0.00119)^2\approx4\times10^5$ independent samples, out of $1.6\times10^7$ recorded walker positions. This is far beyond $N^*$, and extrapolation is clearly worth while there. For a better trial function $b_{\rm mix}^2$ shrinks as $\delta^2$ (if $a\ne0$), and $N^*$ grows as $1/\delta^2$: with a good trial function and a short run, the plain mixed value may be the better choice.

When two or more electrons have the same spin, $\psi_T$ changes sign, and $f$ stays non-negative only if $\phi$ is made to vanish on the nodes of $\psi_T$. We assume that the regions separated by the nodes are equivalent by symmetry, as in the example below. Otherwise the walkers gather in the regions of lowest energy, and a $\psi_T$ spread over all regions is not close to the state they represent. With this assumption DMC projects out the lowest state $\phi_{\rm FN}$ that has those nodes and the symmetry of $\psi_T$. For a multiplicative $A$ the algebra above holds with $\phi_{\rm FN}$ in place of $\phi_0$, and the extrapolated estimator has a second-order error relative to the fixed-node average. That average may itself be wrong at first order in the displacement of the nodes, as a solvable example shows.

Let $V=\frac12(\omega_x^2x^2+\omega_y^2y^2)$ with $\omega_x=1$ and $\omega_y=2$ hartree. The first excited state is odd in $x$, has its node on the line $x=0$, and has energy $\frac32\omega_x+\frac12\omega_y=2.5$ hartree. Its density is even in $x$, so $\langle xy\rangle=0$. Let the trial node be tilted by a small angle $\theta$ and use coordinates across and along it, with $x=u-\theta v$ and $y=v+\theta u$ to first order. The node is $u=0$. Inversion through the origin maps one side onto the other, so it is enough to treat $u>0$. The kinetic energy is unchanged by the rotation, and the potential becomes

$$
V=\frac12(\omega_x^2u^2+\omega_y^2v^2)+\theta\Delta\,uv+O(\theta^2),\qquad\Delta=\omega_y^2-\omega_x^2 .
$$

The unperturbed state is a product of the lowest half-line state in $u$ and an even Gaussian in $v$. The first-order energy $\theta\Delta\langle u\rangle\langle v\rangle$ vanishes because $\langle v\rangle=0$, so the energy error is of order $\theta^2$. For the other average,

$$
\langle xy\rangle=\langle uv\rangle+\theta\left(\langle u^2\rangle-\langle v^2\rangle\right)+O(\theta^2).
$$

The half-line states vanishing at $u=0$ are the odd oscillator states. Number them $k=0,1,\dots$; they lie $2k\omega_x$ above the lowest. Let $u_k$ be the matrix element of $u$ between states $k$ and 0. In the other factor, $v$ connects the Gaussian only to the first excited state, with squared matrix element $1/(2\omega_y)$. First-order perturbation of the state, in bra and ket, gives $\langle uv\rangle$, and

$$
\frac{\langle xy\rangle}{\theta}\to\frac{3}{2\omega_x}-\frac1{2\omega_y}
-\frac{\Delta}{\omega_y}\sum_k\frac{u_k^2}{2k\omega_x+\omega_y}.
$$

This is not zero. Here $u_0=2/\sqrt\pi$ and $\sum_ku_k^2=\langle u^2\rangle=\frac32$. All denominators with $k\ge1$ are at least 4, so the sum is at most $\frac12\cdot\frac4\pi+\frac14\left(\frac32-\frac4\pi\right)=0.693$, and the slope is at least $1.25-1.5\times0.693=0.21$ bohr$^2$ per radian. Summation gives $0.2122$. Direct diagonalization at $\theta=0.01$ gives $\langle xy\rangle=2.12\times10^{-3}$ bohr$^2$ with an energy error of $3.2\times10^{-5}$ hartree; at $\theta=0.02$ the first is twice and the second four times as large. The combination $2A_{\rm mix}-A_{\rm var}$ removes the first-order error that $\psi_T$ makes relative to the fixed-node state; this first-order error of the node itself remains.

## Computed values

```
Anharmonic oscillator: error ratios when the distortion is halved
  x^2: mixed 1.994, 2*mixed-var 3.968, mixed^2/var 3.983
  kinetic energy: mixed 1.994, 2*mixed-var 3.987, mixed^2/var 3.975
Parity, off-centre trial: mixed 1.000000, variational 0.930531 (true 1)
x^2, trial phi0+0.1*phi4: mixed 0.500000, variational 0.539604 bohr^2
Harmonic oscillator, frequency 1 hartree, trial exp(-alpha x^2/2)
  true x^2 = 0.5000 bohr^2, true kinetic energy = 0.2500 hartree
  alpha=0.8: delta = 0.07893
    x^2 (bohr^2): mixed 0.55556, var 0.62500, 2*mixed-var 0.48611, mixed^2/var 0.49383
    x^2 errors (bohr^2): mixed +0.05556, var +0.12500, 2*mixed-var -0.01389
    kinetic (hartree): mixed 0.22222, var 0.20000, 2*mixed-var 0.24444
    total energy (hartree): mixed 0.50000, var 0.51250, 2*mixed-var 0.48750
  alpha=0.9: delta = 0.03725
    x^2 (bohr^2): mixed 0.52632, var 0.55556, 2*mixed-var 0.49708, mixed^2/var 0.49861
    x^2 errors (bohr^2): mixed +0.02632, var +0.05556, 2*mixed-var -0.00292
    kinetic (hartree): mixed 0.23684, var 0.22500, 2*mixed-var 0.24868
    total energy (hartree): mixed 0.50000, var 0.50278, 2*mixed-var 0.49722
  alpha=0.95: delta = 0.01814
    x^2 (bohr^2): mixed 0.51282, var 0.52632, 2*mixed-var 0.49933, mixed^2/var 0.49967
    x^2 errors (bohr^2): mixed +0.01282, var +0.02632, 2*mixed-var -0.00067
    kinetic (hartree): mixed 0.24359, var 0.23750, 2*mixed-var 0.24968
    total energy (hartree): mixed 0.50000, var 0.50066, 2*mixed-var 0.49934
DMC run, alpha=0.8: 2000 walkers, 80 blocks of 100 steps, time step 0.05 1/hartree
  warm-up 400 steps; variational samples 320000
  x^2 mixed       = 0.55457 +- 0.00119 bohr^2
  x^2 variational = 0.62471 +- 0.00183 bohr^2
  x^2 2*mixed-var = 0.48442 +- 0.00300 bohr^2
  same error from block differences = 0.00297 bohr^2
  energy from population growth = 0.49982 +- 0.00021 hartree
Single-sample variances of x^2: mixed 0.6173, variational 0.7812 bohr^4
Extrapolation pays above N = 910 independent samples per run
  simulated rms errors at that N: mixed 0.0614, 2*mixed-var 0.0612 bohr^2
Tilted node, frequencies 1 and 2 hartree, true energy 2.5000 hartree, true <xy> = 0
  tilt 0.1 rad: energy error 3.193e-03 hartree, <xy> 2.136e-02 bohr^2
  tilt 0.02 rad: energy error 1.273e-04 hartree, <xy> 4.245e-03 bohr^2
  tilt 0.01 rad: energy error 3.183e-05 hartree, <xy> 2.122e-03 bohr^2
  slope of <xy> from perturbation sum = 0.2122 bohr^2/rad
```
